\section*{Absence of a Linear Term in the United-Atom Limit}

\section{One electron and two unit charges}

Let one electron move in the field of two fixed nuclei of unit charge, a distance $R$ apart. Hartree atomic units are used, and the electronic energy $E(R)$ excludes the nuclear repulsion $1/R$. When the nuclei merge, the electron sees a charge 2. Its ground state has energy $E_0=-2$ and density
\begin{equation}
\rho(r)=\frac{8}{\pi}e^{-4r}.
\label{eq:rho2}
\end{equation}
Now separate the nuclei to distances $s=R/2$ on either side of the origin, and hold the electron density fixed. By Newton's shell theorem, a shell of radius $r>s$ produces the same potential at $s$ as at the centre. A shell with $r<s$ produces $1/s$ instead of $1/r$. Each nucleus therefore loses the attraction
\begin{equation}
\int_{r<s}\rho(r)\left(\frac1r-\frac1s\right)d^3r
\simeq 4\pi\rho(0)\left(\frac{s^2}{2}-\frac{s^2}{3}\right)
=\frac{2\pi}{3}\rho(0)s^2 .
\label{eq:drop}
\end{equation}
With $\rho(0)=8/\pi$ and $s=R/2$ this is $\tfrac43R^2$ per nucleus, or $\tfrac83R^2$ for both. The charge that has been passed by the nucleus lies in a small sphere, which is why the change is quadratic.

One question remains. The electron may relax, and relaxation could lower the energy by an amount linear in $R$. Nor does symmetry settle the matter: reversing the vector $\mathbf R$ leaves the energy unchanged, but $|\mathbf R|$ is also unchanged by that reversal. Odd powers of $|\mathbf R|$ are allowed, and a cubic one will be found below. The relaxation energy has to be bounded.

\section{Statement and conventions}

Let the nuclei have charges $Z_A$ and $Z_B$, and define
\begin{equation}
Z=Z_A+Z_B,\qquad \mu=\frac{Z_AZ_B}{Z}.
\label{eq:mu}
\end{equation}
There are $N$ electrons with a nonrelativistic Coulomb Hamiltonian and point nuclei. At $R=0$ it is
\begin{equation}
H_0=T+V,\qquad T=-\tfrac12\sum_i\nabla_i^2,\qquad
V=-\sum_i\frac{Z}{r_i}+\sum_{i<j}\frac1{r_{ij}} .
\label{eq:H0}
\end{equation}
All states are antisymmetric and have fixed total spin $S$ and projection $M_S$; $E(R)$ is the lowest energy in this sector. Because $H_0$ does not contain spin, a spin multiplet causes no degeneracy within the sector. Assume that the united atom has there a normalized, nondegenerate bound ground state $\psi_0$ with $L=0$ and energy $E_0<0$, separated by a gap $g>0$ from the rest of the spectrum. Its density $\rho$ is spherical, since a spatial rotation leaves $\psi_0$ unchanged. The claim is
\begin{equation}
E(R)=E_0+\frac{2\pi}{3}\,\mu\,\rho(0)\,R^2+O(R^3).
\label{eq:main}
\end{equation}

One regularity property is taken as given: Coulomb bound states are bounded and Lipschitz continuous, and decay fast enough that $\rho\le\rho_{\max}$ and $|\rho(r)-\rho(0)|\le\Lambda r$ near the nucleus, with finite $\rho_{\max}$ and $\Lambda$. The cusp is allowed by this property.

Put the origin at the centre of nuclear charge. The nuclear positions $\mathbf s_A,\mathbf s_B$ then point in opposite directions, with lengths
\begin{equation}
s_A=\frac{Z_B}{Z}R,\qquad s_B=\frac{Z_A}{Z}R,
\label{eq:s}
\end{equation}
so that, with $k$ running over $A$ and $B$,
\begin{align}
\sum_k Z_k\mathbf s_k&=0,\qquad
\sum_k Z_ks_k=\frac{2Z_AZ_B}{Z}R=2\mu R,\label{eq:moments1}\\
\sum_k Z_ks_k^2&=\frac{Z_AZ_B(Z_B+Z_A)}{Z^2}R^2=\mu R^2.
\label{eq:moments2}
\end{align}
The Hamiltonian at separation $R$ is $H_0+W$, where
\begin{equation}
W=\sum_iw(\mathbf r_i),\qquad
w(\mathbf r)=\sum_kZ_k\left(\frac1r-\frac1{|\mathbf r-\mathbf s_k|}\right).
\label{eq:w}
\end{equation}
A Taylor series of $w$ in $R$ cannot be used throughout space: it fails for $r\lesssim R$, where $w$ is of order $1/R$. The proof uses inequalities that hold there too.

\section{The mean perturbation and the upper bound}

Let $W_{00}=\langle\psi_0|W|\psi_0\rangle$. The shell argument applies to any spherical density, so
\begin{equation}
W_{00}=\sum_kZ_k\int_{r<s_k}\rho(r)\left(\frac1r-\frac1{s_k}\right)d^3r\ge0 .
\label{eq:W00}
\end{equation}
Replacing $\rho(r)$ by $\rho(0)$ gives Eq.~\eqref{eq:drop} for each nucleus. The error of this replacement is at most
\begin{equation}
4\pi\Lambda\int_0^{s_k}r^3\left(\frac1r-\frac1{s_k}\right)dr
=4\pi\Lambda\left(\frac{s_k^3}{3}-\frac{s_k^3}{4}\right)
=\frac{\pi\Lambda}{3}s_k^3 .
\label{eq:rem}
\end{equation}
Summing with Eq.~\eqref{eq:moments2} yields
\begin{equation}
W_{00}=\frac{2\pi}{3}\mu\rho(0)R^2+O(R^3).
\label{eq:W00exp}
\end{equation}
Using $\psi_0$ as a trial state for $H_0+W$ gives the upper bound
\begin{equation}
E(R)\le E_0+W_{00}.
\label{eq:upper}
\end{equation}

\section{How far relaxation can lower the energy}

\subsection{Size of the perturbation}

Hardy's inequality compares $1/r^2$ with the kinetic energy. For a smooth, decaying $f$,
\begin{align}
0&\le\int\left|\nabla f+\frac{\hat{\mathbf r}}{2r}f\right|^2d^3r\nonumber\\
&=\int|\nabla f|^2d^3r+\frac14\int\frac{|f|^2}{r^2}d^3r
+\frac12\int\frac{\hat{\mathbf r}}{r}\cdot\nabla|f|^2d^3r .
\label{eq:hardy1}
\end{align}
Integrate the last term by parts. Since $\nabla\cdot(\hat{\mathbf r}/r)=1/r^2$, it equals $-\frac12\int|f|^2/r^2\,d^3r$. Hence
\begin{equation}
\int\frac{|f|^2}{r^2}\,d^3r\le4\int|\nabla f|^2\,d^3r,
\label{eq:hardy}
\end{equation}
and this extends by continuity to all states of finite kinetic energy. The centre may be moved to any point.

The triangle inequality gives
\begin{equation}
\left|\frac1r-\frac1{|\mathbf r-\mathbf s|}\right|
=\frac{\big||\mathbf r-\mathbf s|-r\big|}{r|\mathbf r-\mathbf s|}
\le\frac{s}{r|\mathbf r-\mathbf s|}.
\label{eq:tri}
\end{equation}
Take the expectation value in $\varphi$, apply the Cauchy--Schwarz inequality to the product of $|\varphi|/r_i$ and $|\varphi|/|\mathbf r_i-\mathbf s|$, and use Eq.~\eqref{eq:hardy} for each factor. The result is at most $4s\|\nabla_i\varphi\|^2$. Summing over nuclei with Eq.~\eqref{eq:moments1},
\begin{equation}
|\langle\varphi|W|\varphi\rangle|\le8\mu R\,t^2,\qquad
t^2=\sum_i\|\nabla_i\varphi\|^2=2\langle\varphi|T|\varphi\rangle .
\label{eq:form}
\end{equation}
Although $w$ is singular, it is small compared with the kinetic energy when $R$ is small.

\subsection{Cost of leaving the ground state}

Next, the excitation energy must control $t^2$. Scale any normalized state as $\varphi_\lambda(\mathbf r_1,\dots)=\lambda^{3N/2}\varphi(\lambda\mathbf r_1,\dots)$. Its kinetic energy is multiplied by $\lambda^2$ and its Coulomb energy by $\lambda$. With $\lambda=1-\theta$ and $0<\theta<1$, the variational principle for $H_0$ reads
\begin{equation}
(1-\theta)\big\langle(1-\theta)T+V\big\rangle_\varphi\ge E_0 .
\end{equation}
Dividing by $1-\theta$, adding $\theta\langle T\rangle$ and subtracting $E_0$ gives
\begin{equation}
\langle H_0-E_0\rangle_\varphi\ge\theta\langle T\rangle_\varphi-\frac{\theta}{1-\theta}|E_0| .
\label{eq:scale}
\end{equation}
If $\varphi$ is orthogonal to $\psi_0$, also $\langle H_0-E_0\rangle_\varphi\ge g$. Multiply Eq.~\eqref{eq:scale} by $q$, the gap inequality by $1-q$, and add. The constants cancel for
\begin{equation}
q=\frac{g}{g+|E_0|\theta/(1-\theta)},\qquad
\frac1{q\theta}=\frac1\theta+\frac{|E_0|/g}{1-\theta}.
\label{eq:q}
\end{equation}
What remains is $q\theta\langle T\rangle$. The right-hand expression for $1/(q\theta)$ is least at $\theta=1/(1+\sqrt{|E_0|/g})$, where it equals $(1+\sqrt{|E_0|/g})^2$. Since $\langle T\rangle=t^2/2$,
\begin{equation}
\langle\varphi|H_0-E_0|\varphi\rangle\ge\gamma t^2,\qquad
\gamma=\frac1{2\left(1+\sqrt{|E_0|/g}\right)^2}.
\label{eq:gamma}
\end{equation}
Both sides are quadratic in $\varphi$, so normalization is no longer needed. The nondegeneracy enters here: with $g=0$ the constant $\gamma$ would vanish.

\subsection{Coupling to the ground state}

Write $w\psi_0^*\varphi=(r_iw\psi_0^*)(\varphi/r_i)$ for each electron. The Cauchy--Schwarz and Hardy inequalities, followed by Cauchy--Schwarz for the sum over electrons, give
\begin{equation}
|\langle\psi_0|W|\varphi\rangle|
\le2\sum_i\|r_iw(\mathbf r_i)\psi_0\|\,\|\nabla_i\varphi\|\le Mt,
\qquad M^2=4\int r^2w^2\rho\,d^3r .
\label{eq:M}
\end{equation}
Substituting $\mathbf r=R\mathbf x$ turns $w$ into $R^{-1}w_1(\mathbf x)$, where $w_1$ is $w$ for unit separation. Therefore
\begin{equation}
M^2\le4\rho_{\max}KR^3,\qquad K=\int x^2w_1^2(\mathbf x)\,d^3x .
\label{eq:K}
\end{equation}
The integral is finite. At the nuclei $w_1^2$ diverges as an inverse square, which is integrable in three dimensions. At large $x$, the total charges in $w_1$ cancel and its dipole vanishes by Eq.~\eqref{eq:moments1}. Thus $w_1=O(x^{-3})$, and the radial integrand falls as $x^2\,x^{-6}\,x^2=x^{-2}$.

\subsection{The lower bound}

Write a normalized state as $\psi=c\psi_0+\varphi$, with $\varphi\perp\psi_0$ and $|c|^2=1-\|\varphi\|^2$. The cross terms of $H_0$ vanish, so
\begin{align}
\langle H_0+W\rangle_\psi-E_0={}&W_{00}
+\langle\varphi|H_0-E_0|\varphi\rangle-W_{00}\|\varphi\|^2\nonumber\\
&+2\,\mathrm{Re}\,c^*\langle\psi_0|W|\varphi\rangle
+\langle\varphi|W|\varphi\rangle .
\label{eq:split}
\end{align}
The gap gives $\|\varphi\|^2\le\langle\varphi|H_0-E_0|\varphi\rangle/g$. For $W_{00}<g$, the second and third terms together are then at least $(1-W_{00}/g)\gamma t^2$. With Eqs.~\eqref{eq:form} and \eqref{eq:M}, and $|c|\le1$,
\begin{equation}
\langle H_0+W\rangle_\psi-E_0\ge W_{00}+Dt^2-2Mt,\qquad
D=\gamma\left(1-\frac{W_{00}}g\right)-8\mu R .
\label{eq:D}
\end{equation}
For small $R$, $D$ is positive. Completing the square gives $Dt^2-2Mt=D(t-M/D)^2-M^2/D\ge-M^2/D$. This holds for every $\psi$, and with Eq.~\eqref{eq:upper} it yields
\begin{equation}
W_{00}-\frac{M^2}{D}\le E(R)-E_0\le W_{00}.
\label{eq:two}
\end{equation}
Here $D\to\gamma$ and $M^2=O(R^3)$, so relaxation lowers the energy by no more than $O(R^3)$. Equation~\eqref{eq:W00exp} then proves Eq.~\eqref{eq:main}. The linear coefficient is zero.

\section{Reading the bound}

For the opening example, $E_0=-2$, $g=3/2$ and $\mu=1/2$. Equation~\eqref{eq:gamma} gives $\gamma=0.1077$, and numerical integration gives $K=2.094$. At $R=0.002\,a_0$, the maximum density $8/\pi$ in Eq.~\eqref{eq:K} leads to
\begin{equation}
8.93\times10^{-6}\le E-E_0\le1.0645\times10^{-5}\ \text{Ha}.
\end{equation}
The energy from the separated two-centre equation is $1.0624\times10^{-5}$ Ha above $E_0$. The lower bound is loose, and at $0.008\,a_0$ it is $2.5\times10^{-5}$ Ha against a computed $1.679\times10^{-4}$ Ha. It serves to fix the power of $R$, not to estimate the energy. Extrapolation of $(E-E_0)/R^2$ to $R=0$ gives $2.6666$ Ha$/a_0^2$, compared with $8/3$.

The cubic term can be seen here as well. Expanding Eq.~\eqref{eq:rho2} as $\rho(0)(1-4r)$ and using the integral in Eq.~\eqref{eq:rem}, the first-order contribution is
\begin{equation}
-4\rho(0)\,4\pi\,\frac{1}{12}\,2\left(\frac R2\right)^3=-\frac83R^3 .
\end{equation}
Relaxation cannot raise the energy, by Eq.~\eqref{eq:upper}, so the cubic term cannot be cancelled. Numerically, relaxation lowers the energy by a further $2.66R^3$ at the smallest separation.

Electron repulsion does not alter the form of the result; it enters through $\rho(0)$. For two electrons and two unit charges, a configuration-interaction calculation in a finite Gaussian basis gives $\rho(0)=3.611\,a_0^{-3}$ in the united atom. The predicted coefficient is $(2\pi/3)(1/2)(3.611)=3.78$ Ha$/a_0^2$. Energies at two small separations extrapolate to 3.80, a difference of 0.6\% relative to the prediction. The contact density is not converged in this basis: an explicitly correlated expansion gives $\rho(0)=3.621\,a_0^{-3}$ and a coefficient of 3.79 Ha$/a_0^2$.

The choice of origin also matters for the bookkeeping. Moving it by $\mathbf u$, of order $R$, changes $\sum_kZ_ks_k^2$ to $\mu R^2+Zu^2$, because the dipole about the charge centre is zero. The mean perturbation then rises by $(2\pi/3)\rho(0)Zu^2$ at leading order. The energy itself cannot depend on the origin, so relaxation must remove this increase. At the charge centre no such quadratic cancellation is needed.

\section{A degenerate level}

For the absence of a linear term, the S-state hypothesis is sufficient but not necessary. Take one electron in the $n=2$ level of the united atom. A first-order matrix element has the form $\int\psi_m^*w\psi_{m'}d^3r$. Inside $r<2R$ it is at most of order $\int_{r<2R}|w|d^3r=O(R^2)$. Outside, the vanishing dipole gives $|w|=O(R^2/r^3)$, so the integral is at most $O(R^2|\ln R|)$. Neither region supplies a linear term. The argument of Eq.~\eqref{eq:M} makes the coupling to other levels $O(R^{3/2})$, hence the second-order shift $O(R^3)$.

For the $2p\sigma$ state the quadratic coefficient follows from the quadrupole. Outside the nuclei,
\begin{equation}
w\simeq-\sum_kZ_ks_k^2\frac{P_2(\cos\vartheta)}{r^3}
=-\mu R^2\frac{P_2(\cos\vartheta)}{r^3}.
\label{eq:quad}
\end{equation}
The angular density is proportional to $\cos^2\vartheta=(1+2P_2)/3$, and its normalized average of $P_2$ is $2/5$. The radial density is $Z^5r^4e^{-Zr}/24$, so $\langle r^{-3}\rangle=(Z^5/24)\int_0^\infty re^{-Zr}dr=Z^3/24$. The shift is
\begin{equation}
\Delta E_{2p\sigma}\simeq-\frac25\,\frac{Z^3}{24}\,\mu R^2=-\frac{\mu Z^3}{60}R^2 .
\label{eq:2p}
\end{equation}
The region $r\lesssim R$ corrects this at order $R^4$, because the $p$ density vanishes as $r^2$. Mixing with $2s$ does not change the quadratic term: outside the nuclei $w$ has no dipole part, while inside the product of an $s$ and a $p$ function is of order $r$, which makes the matrix element $O(R^3)$. For charges 6 and 14, Eq.~\eqref{eq:2p} gives $-560.00$ Ha$/a_0^2$; the two-centre equation gives $\Delta E/R^2=-560.01$ Ha$/a_0^2$ at $R=0.0025\,a_0$. The energy now falls on separation, since the $p$ density is concentrated along the axis toward which the nuclei move.

\section{The close-range pair potential}

Let $E_A$ and $E_B$ be the energies of the separated atoms. Adding the nuclear repulsion to Eq.~\eqref{eq:main} gives the adiabatic potential
\begin{equation}
V(R)=\frac{Z_AZ_B}{R}+(E_0-E_A-E_B)+\frac{2\pi}{3}\mu\rho(0)R^2+O(R^3).
\label{eq:V}
\end{equation}
The screening function $\phi=RV/(Z_AZ_B)$ is therefore
\begin{equation}
\phi(R)=1+\frac{E_0-E_A-E_B}{Z_AZ_B}R+0\cdot R^2+O(R^3).
\label{eq:phi}
\end{equation}
A sum of decaying exponentials with positive amplitudes has a positive second derivative at the origin. It cannot satisfy Eq.~\eqref{eq:phi}, and it puts a term $\tfrac12Z_AZ_B\phi''(0)R$ into the potential. The Ziegler--Biersack--Littmark (ZBL) universal function has this form.

\subsection{Carbon striking silicon}

Consider carbon implanted into silicon at 1 MeV, a rough value for a deep implant, and a head-on collision with a silicon atom at rest. The united atom is calcium, whose ground state is $^1S$. With mass numbers 12 and 28, the centre-of-mass energy is $10^6\times28/40=7.00\times10^5$ eV.

Hartree--Fock theory, which omits correlation, gives energies of $-676.758$, $-37.690$ and $-288.855$ Ha for Ca, C and Si. The open-shell atoms are treated spin-unrestricted in a basis of $s$ and $p$ Gaussians; adding $d$ functions lowers C and Si by about 0.004 Ha each and raises the constant below by 0.008 Ha (0.2 eV). The constant in Eq.~\eqref{eq:V} is thus
\begin{equation}
-676.758+37.690+288.855=-350.21\ \text{Ha}.
\end{equation}
The calcium density at the nucleus is $5317\,a_0^{-3}$ in this basis, which has no cusp ($5320\,a_0^{-3}$ when extrapolated along the cusp, too small a change to alter the coefficient as quoted), and $\mu=6\times14/20=4.20$, so the quadratic coefficient is $4.68\times10^4$ Ha$/a_0^2$. Setting $V(R)$ equal to the collision energy gives $R=0.003222\,a_0=0.1705$ pm. The balance there is
\begin{equation}
709517-9530+13=700000\ \text{eV}.
\end{equation}
Electronic screening brings the nuclei 1.3\% closer than the bare Coulomb value of 0.1728 pm. Nearly all of this comes from the constant.

At this distance the false linear term of the ZBL function is $1415.0\times0.003222$ Ha, or 124 eV, while the quadratic term of Eq.~\eqref{eq:V} is 13 eV. The ZBL constant is $-10195$ eV, which is 665 eV below the present one. The whole ZBL potential lies 556 eV lower, because its linear term offsets part of that difference. Relative to the collision energy this is 0.08\%, so the closest approach in such a collision hardly distinguishes the two forms.

The expansion requires $ZR\ll1$; here $ZR=0.064$. The unexpanded $W_{00}$ is 12.7 eV, and two unscreened K electrons give a correction beyond the quadratic term of about $-0.8$ eV. At $ZR=1$, or $R=0.05\,a_0$, the Coulomb part would be near 46 keV. Adding the negative constant leaves about 36 keV in the centre-of-mass frame, or some 50 keV in the laboratory; the positive $R$-dependent electronic energy, a few keV at most, is left out of this rough figure. Head-on collisions near or below that energy turn back where the expansion cannot be trusted.

The potential used here is the lowest singlet curve. Ground-state carbon and silicon atoms are both $^3P$ and can also approach on other curves, which lead to excited states of calcium. In a real implant, the adiabatic assumption is the first to break. The ion speed is 1.83 atomic units, above the order-one speeds of valence electrons, which cannot follow the nuclei. For the K shell of the united atom, the ratio of excitation frequency to passage rate is $(3Z^2/8)(1/Z)/1.83=4.1$, which favours adiabatic following but does not guarantee that it is complete. For the K shell of the incoming carbon atom, with $Z=6$, the same ratio is only 1.2, so those electrons may not follow either. A rough scale for the possible error comes from the opposite extreme, overlapping the frozen atomic densities without exchange or Pauli repulsion: the constant becomes $-11047$ eV, a change of about 1.5 keV or 0.2\% of the collision energy. It lies below the relaxed value, which is possible because this estimate is not the expectation value of an antisymmetric state. A determinant built from the frozen orbitals of both atoms, with their open-shell spins opposed, gives about $-7.9$ keV instead, 1.6 keV above the relaxed value. The scale is the same, but a frozen state that obeys the Pauli principle raises the potential. Relativity changes the constant by about $-44$ eV in an unscreened K-shell estimate, which leaves out the other shells and gives only the order of magnitude; an all-electron spin-free Hartree--Fock calculation gives about $-61$ eV. The nuclei do not touch, as their radii add up to roughly 0.006 pm. Since the non-adiabatic and relativistic estimates both exceed 13 eV, the quadratic energy is a property of the adiabatic nonrelativistic model and not a prediction for the measured collision. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ONE ELECTRON, zA = zB = 1 (united atom Z = 2)
coercivity constant gamma = 0.10770
coupling integral K = 2.0944
predicted R^2 coefficient = 2.66667 Ha/a0^2
R=0.002 a0: E-E0=1.06240e-05, lower=8.933e-06, W00=1.06454e-05 Ha
   (E-E0)/R=0.00531 Ha/a0, (W00-E+E0)/R^3=2.664 Ha/a0^3
R=0.004 a0: E-E0=4.23260e-05, lower=2.761e-05, W00=4.24964e-05 Ha
   (E-E0)/R=0.01058 Ha/a0, (W00-E+E0)/R^3=2.662 Ha/a0^3
R=0.008 a0: E-E0=1.67948e-04, lower=2.499e-05, W00=1.69308e-04 Ha
   (E-E0)/R=0.02099 Ha/a0, (W00-E+E0)/R^3=2.656 Ha/a0^3
extrapolated R^2 coefficient = 2.66664 Ha/a0^2
local power of R between first two points = 1.9942
ONE ELECTRON, charges 6 and 14
ground R^2 coefficient: computed 22399.8, formula 22400.0 Ha/a0^2
2p-sigma R^2 coefficient: computed -560.01, formula -560.00 Ha/a0^2
TWO INTERACTING ELECTRONS, zA = zB = 1, configuration interaction
united-atom energy = -2.9025 Ha, rho(0) = 3.611 a0^-3
R^2 coefficient: from energies 3.804, formula 3.781 Ha/a0^2
INEQUALITIES, one electron in an s,p basis
least (H0-E0)/p^2 off the ground state = 0.2597 (bound 0.1077)
largest |1/r-1/|r-s||/(s p^2) = 0.610 (bound 4)
CARBON ON SILICON, Hartree-Fock atoms
E(Ca)=-676.758, E(C)=-37.690, E(Si)=-288.855 Ha
Ca rho(0) = 5317 a0^-3, mu = 4.20
R^2 coefficient = 46767 Ha/a0^2
lab energy = 1.000e+06 eV, centre-of-mass energy = 7.0000e+05 eV
closest approach = 0.17048 pm = 0.003222 a0; bare Coulomb 0.17280 pm
Coulomb part = 709516.6 eV
constant part = -9529.8 eV = -350.21 Ha
quadratic part = 13.21 eV; full W00 = 12.73 eV
ZBL constant part = -10195.2 eV
ZBL linear slope = 1415.0 Ha/a0, linear part = 124.0 eV
ZBL potential minus present potential = -555.9 eV
NEGLECTED EFFECTS at closest approach
beyond quadratic, two unscreened K electrons = -0.80 eV
relativistic K-shell shift of constant = -44.1 eV
sum of rough nuclear radii = 0.00639 pm
ion speed = 1.833 a.u., K-shell Massey parameter = 4.09
frozen-density constant (no exchange or Pauli) = -11046.7 eV
\end{verbatim}
